# Ions of equal energy and charge share one path past charged sidewalls

Suppose a plasma process is changed so that the bombarding ions are ten times heavier, while their charge, energy and direction of entry stay the same, and so does the charge on the trench walls. A charged trench wall had been pulling the light ions 30 nm sideways. If heavier ions bent less in proportion to their mass, the new ions would be displaced by 3 nm and would land almost straight below their point of entry. In fact they land where the light ions did. The forecast is wrong by 27 nm in a trench 100 nm wide, and a remedy for sidewall charging based on it would fail.

The following trench shows this in numbers.

## A trench with one charged wall

Let \(x\) run across the trench from the left wall and \(z\) downward from the mouth. The width is \(w=100\) nm and the depth \(L=500\) nm. The trench is uniform in the third direction, along which the ions have no velocity. The left wall, mouth and floor are held at zero potential. The right wall is an insulator charged to the potential \(V\sin(kz)\), with \(k=\pi/L\) and \(V=-8\) V. The potential inside is

\[
\phi(x,z)=V\sin(kz)\,\frac{\sinh(kx)}{\sinh(kw)} .
\]

Two derivatives in \(x\) multiply this by \(+k^2\), and two in \(z\) by \(-k^2\). The sum vanishes, so Laplace's equation holds in the empty trench. The boundary values follow by setting \(x=0\), \(x=w\), \(z=0\) and \(z=L\).

An ion of charge \(q\) feels the force \(-q\nabla\phi\), with components

\[
F_x=-qVk\sin(kz)\frac{\cosh(kx)}{\sinh(kw)},\qquad
F_z=-qVk\cos(kz)\frac{\sinh(kx)}{\sinh(kw)} .
\]

Since \(V<0\) and \(q>0\), \(F_x\) is positive: the ion is drawn towards the charged wall. The vertical force speeds it up in the upper half and slows it down in the lower half.

Three singly charged ions enter vertically at \(x_0=30\) nm, each with kinetic energy \(K_0=100\) eV. One is He⁺, of mass 4.002 u. The other two are model ions, 10 and 30 times heavier.

## Estimate by hand

For a small deflection, evaluate the sideways force at the entry position \(x_0\) and take the downward speed as constant, \(v_0=\sqrt{2K_0/m}\). Then \(z=v_0t\), and

\[
m\frac{d^2x}{dt^2}=F_0\sin(kv_0t),\qquad
F_0=-qVk\,\frac{\cosh(kx_0)}{\sinh(kw)} .
\]

Here \(F_0\) is the force at mid-depth:

\[
F_0=8\ \text{eV}\times0.006283\ \text{nm}^{-1}\times\frac{1.0178}{0.6705}
=0.0763\ \text{eV/nm}.
\]

The sideways velocity starts at zero, so the first integration gives

\[
\frac{dx}{dt}=\frac{F_0}{mkv_0}\left[1-\cos(kv_0t)\right],
\]

and the second gives

\[
x-x_0=\frac{F_0}{mkv_0}\left[t-\frac{\sin(kv_0t)}{kv_0}\right].
\]

The ion reaches the floor at \(t=L/v_0\), where \(kv_0t=\pi\) and the sine vanishes. Hence

\[
\Delta x=\frac{F_0L}{mkv_0^2}=\frac{F_0L}{2kK_0}=\frac{F_0L^2}{2\pi K_0},
\]

because \(mv_0^2=2K_0\) and \(k=\pi/L\). The mass has cancelled. With the numbers,

\[
\Delta x=\frac{0.0763\times500^2}{2\pi\times100}\ \text{nm}=30.4\ \text{nm}.
\]

The cancellation has a simple meaning. An ion ten times heavier accelerates ten times less under the same force. At equal energy it is also slower by \(\sqrt{10}\), so the force acts for \(\sqrt{10}\) times as long. Displacement grows as acceleration times time squared, and the two factors of ten compensate.

## The full motion

Newton's equation, integrated numerically in time with both force components and each mass inserted explicitly, gives:

| Mass / He⁺ mass | Landing \(x\) (nm) | Landing angle | Travel time (ps) | Final sideways speed (nm/ps) |
|---:|---:|---:|---:|---:|
| 1 | 60.13 | 6.99° | 7.16 | 8.45 |
| 10 | 60.13 | 6.99° | 22.63 | 2.67 |
| 30 | 60.13 | 6.99° | 39.20 | 1.54 |

The positions also agree on the way down: all three ions are at \(x=38.88\) nm when \(z=300\) nm. The displacement at the floor is 30.13 nm, so the hand estimate is 0.8% too large relative to the full result. It leaves out the change of force as the ion moves sideways and the change of its downward speed.

The last two columns show where mass does matter. The heavier ion has a smaller sideways speed, but its downward speed is smaller by the same factor, so its angle is unchanged. Its sideways momentum is larger: for the ion ten times heavier the factor is \(10\times2.67/8.45=3.16\), which is \(\sqrt{10}\). Neither sideways speed nor sideways momentum alone measures bending.

## The general statement

Let ions of equal charge \(q\) start at the same point \(\mathbf r_0\), in the same direction \(\mathbf n\) (a unit vector), with the same kinetic energy \(K_0>0\). Let them move without collisions, at speeds far below that of light, in the same prescribed static potential \(\phi(\mathbf r)\), whose field varies smoothly along the path. Then they follow the same curve, whatever their masses, and the time to reach a given point of it is proportional to \(\sqrt m\).

**Proof.** The motion obeys

\[
m\frac{d^2\mathbf r}{dt^2}=-q\nabla\phi(\mathbf r),\qquad
\mathbf r(0)=\mathbf r_0,\qquad
\frac{d\mathbf r}{dt}(0)=v_0\mathbf n,\qquad
v_0=\sqrt{\frac{2K_0}{m}} .
\]

Replace the time by \(s=v_0t\), the distance the ion would have covered at its initial speed. By the chain rule,

\[
\frac{d\mathbf r}{dt}=v_0\frac{d\mathbf r}{ds},\qquad
\frac{d^2\mathbf r}{dt^2}=v_0^2\frac{d^2\mathbf r}{ds^2}.
\]

Insert the second relation into Newton's equation and divide by \(mv_0^2=2K_0\). Divide the initial velocity by \(v_0\). The result is

\[
\frac{d^2\mathbf r}{ds^2}=-\frac{q}{2K_0}\nabla\phi(\mathbf r),\qquad
\mathbf r(0)=\mathbf r_0,\qquad
\frac{d\mathbf r}{ds}(0)=\mathbf n .
\]

No mass appears in the equation or in the initial data. For a smooth field such a problem has one solution \(\mathbf r(s)\), so all the ions share it. Each passage through a point of the curve belongs to a value of \(s\) common to all the ions (an ion that is turned back can pass a point twice, at two values of \(s\)), and occurs at

\[
t=\frac{s}{v_0}=s\sqrt{\frac{m}{2K_0}} .
\]

This proves both claims. \(\blacksquare\)

The argument needs neither a small deflection nor a particular trench shape. It also covers an ion that is turned back by a repulsive potential, since \(s\) keeps increasing while the ion reverses. If the common curve meets a wall, all the ions meet it at the same point.

The limit \(K_0=0\), an ion released from rest, needs a different variable because \(v_0=0\). With \(\tau=t/\sqrt m\), Newton's equation becomes \(d^2\mathbf r/d\tau^2=-q\nabla\phi\), and the initial velocity in \(\tau\) is zero for every mass. The path is again common.

## An equation for the path alone

Time can also be removed altogether. While the ion moves downward, describe its path by \(x(z)\), with primes for derivatives in \(z\). Then \(x'=v_x/v_z\), and since \(d/dz=(1/v_z)\,d/dt\),

\[
x''=\frac{1}{v_z}\frac{d}{dt}\left(\frac{v_x}{v_z}\right)
=\frac{\dot v_xv_z-v_x\dot v_z}{v_z^3}
=\frac{F_x-x'F_z}{mv_z^2}.
\]

The last step uses \(\dot v_x=F_x/m\) and \(\dot v_z=F_z/m\). The kinetic energy is \(K=\tfrac12m(v_x^2+v_z^2)=\tfrac12mv_z^2(1+x'^2)\), so \(mv_z^2=2K/(1+x'^2)\) and

\[
x''=\frac{(1+x'^2)(F_x-x'F_z)}{2K},\qquad
K=K_0+q\left[\phi(\mathbf r_0)-\phi(\mathbf r)\right].
\]

Energy conservation fixes \(K\) at each point without reference to mass. In the example, He⁺ has 102.7 eV at mid-depth, because the potential there is negative. What resists bending is thus the local kinetic energy.

Solving this equation for the trench gives the same positions as the integration in time, at the floor and at four depths above it, to better than \(10^{-10}\) nm, the remaining digits depending on the integrator settings. That figure measures numerical agreement, not physical accuracy.

## What must be held fixed

The hand estimate shows that a weak deflection is proportional to \(q/K_0\). The role of mass therefore depends on what else is kept equal.

- **Equal speed.** Here \(K_0=\tfrac12mv_0^2\) grows with mass, so \(\Delta x\propto1/m\). The heavier ion does bend less, because it carries more energy.
- **Equal momentum.** Here \(K_0=p^2/(2m)\) falls with mass, so \(\Delta x\propto m\). The heavier ion bends more.
- **Equal energy.** The mass drops out.

In the trench, an ion ten times heavier than He⁺ but equally fast has 1000 eV and is displaced by 3.03 nm. This is the forecast of the opening paragraph: it answers a question about equal speeds.

The scaling laws were tested with the wall potential reduced to \(-0.010\) V, where deflections are small. For ten times the mass, the displacement changed by a factor 0.1000 at equal speed and 9.999 at equal momentum. Doubling the charge at fixed mass and energy doubled it. At the full \(-8\) V the equal-momentum law no longer applies: the ion ten times heavier has only 10 eV and strikes the charged wall before it reaches the floor.

Charge can cancel as well. If a static, collisionless sheath of voltage \(U\) supplies essentially all the energy, then \(K_0=qU\) and the factor in the scaled equation becomes \(q/(2K_0)=1/(2U)\). For equal starting points and directions, the path then depends on neither mass nor charge. A doubly charged ion with 200 eV indeed lands at 60.13 nm in the trench, like the singly charged ion with 100 eV.

## Two cases in which mass returns

**A magnetic field.** The force \(q\mathbf v\times\mathbf B\) depends on velocity. With \(s=v_0t\) it becomes \(qv_0(d\mathbf r/ds)\times\mathbf B\), and division by \(mv_0^2\) leaves the coefficient \(q/(mv_0)=q/\sqrt{2mK_0}\). The mass stays in the equation. For a weak uniform field perpendicular to the plane of motion and no charged wall, the sideways acceleration is nearly constant at \(qv_0B/m\), and the transit time is \(L/v_0\). Therefore

\[
\Delta x_B=\frac12\,\frac{qv_0B}{m}\left(\frac{L}{v_0}\right)^2
=\frac{qBL^2}{2mv_0}=\frac{qBL^2}{2\sqrt{2mK_0}} .
\]

At equal energy the heavier ion is now bent less, as \(1/\sqrt m\). For 10 mT the displacement is \(4.3\times10^{-4}\) nm for He⁺ and \(7.9\times10^{-5}\) nm for the ion 30 times heavier. Both are negligible over the depth of this trench. The same field acting across a sheath of thickness \(d_s\) above the trench need not be. Integrating \(m\dot v_x=qBv_z\) gives \(mv_x=qBd_s\), an entry tilt of about \(qBd_s/\sqrt{2mK_0}\). For \(d_s=1.7\) mm this is about 6 mrad for He⁺, which moves its landing point by about 3 nm, and about 1 mrad, or 0.5 nm, for the ion 30 times heavier.

**A field that changes during the flight.** A potential \(\phi(\mathbf r,t)\) becomes \(\phi(\mathbf r,s\sqrt{m/2K_0})\): a slower ion meets a later field at the same place. Let the wall potential be multiplied by \(1+\sin\omega t\), with the ion entering at \(t=0\), and let \(T=L/v_0\) be the transit time. When \(\omega T\ll1\), \(\sin\omega t\approx\omega t\), and the additional force in the hand estimate is \(F_0\,\omega t\sin(\pi t/T)\). An impulse given at time \(t\) acts on the position for the remaining time \(T-t\), so the additional displacement is

\[
\delta x=\frac{F_0\omega}{m}\int_0^T(T-t)\,t\,\sin\frac{\pi t}{T}\,dt
=\frac{F_0\omega T^3}{m}\int_0^1u(1-u)\sin(\pi u)\,du ,
\]

with \(u=t/T\). Two integrations by parts, in which the boundary terms vanish, turn the last integral into \((2/\pi^2)\int_0^1\sin(\pi u)\,du=4/\pi^3\). With \(T^2/m=L^2/(2K_0)\),

\[
\delta x=\frac{4}{\pi^3}\,\frac{F_0L^2}{2K_0}\,\omega T .
\]

Since \(T\propto\sqrt m\), this shift grows as \(\sqrt m\). At 13.56 MHz, He⁺ has \(\omega T=6.1\times10^{-4}\) and \(\delta x=0.0075\) nm. The full integration gives the same value, and 0.041 nm for the ion 30 times heavier. An ion entering at another phase can meet a very different wall voltage and land elsewhere, but that voltage hardly changes during its flight. Ions of different mass entering at the same phase still follow nearly the same path.

## Beside a real trench

The sizes, energies and voltages are rough choices for a trench in a low-pressure radio-frequency etching plasma, not data for a particular reactor. The single charged wall is a test geometry: in an insulating trench both walls and the floor can charge. With both walls at \(V\sin(kz)\) their pulls largely cancel, and the same ion is displaced by about 2.3 nm towards the nearer, left wall instead of 30 nm to the right, again independently of mass. Dielectric etching can use much higher ion energies than 100 eV; at the same wall potential, a higher energy reduces the deflection roughly as \(1/K_0\). The peak normal field on the vacuum side of the charged wall is 0.90 MV/cm, about 9% of a rough oxide breakdown strength of 10 MV/cm. The field inside the oxide depends on what lies behind it: it is of the same order for a wall 100 nm thick or more, but 8 V across 10 nm of oxide on a grounded conductor is 8 MV/cm. A real trench has an open mouth instead of an equipotential one, and its wall charge is set by the arriving ions and electrons. These features change the common path by an amount not computed here. The assumption that most directly lets mass back in is that of equal entry energies. The time to cross a sheath grows with mass, so in an oscillating sheath ions of different mass may arrive with different energies. A change of 10% in energy moves the landing point by about 3 nm: it is 63.5 nm at 90 eV and 57.4 nm at 110 eV. This is a sensitivity, not the size of the effect. For 100 V and 1 mA/cm² the Child law gives He⁺ a sheath roughly 1.7 mm thick, which it crosses in about one period at 13.56 MHz. Its energy can then be spread by tens of per cent, more widely than that of a heavier ion, and the landing points spread accordingly.

A spread of directions also moves the landing point. For a transverse ion temperature of 0.05 eV, the mean energy in the sideways motion is 0.025 eV, and the corresponding entry angle is about \(\sqrt{0.025/100}=0.0158\) rad, or 0.91°. Tilted by this angle towards the charged wall, the ion lands 8.0 nm farther over. The shift is the same for He⁺ and for the ion 30 times heavier, since energy and direction are again equal.

Some corrections alter the path without separating the masses. Wall charge comes in single electrons. Where the field is strongest their spacing is about 14 nm, if the field inside the insulator is neglected; including it, for a wall of relative permittivity 4 that is 100 nm thick or more, reduces the spacing to 6 to 8 nm. A rough model with randomly placed, unscreened charges of both signs moves the landing point of He⁺ by 0.7 to 0.8 nm (root mean square; 0.76 nm over one set of 30 arrangements, and other choices of charge density and screening can lower it to about 0.5 nm). In one arrangement the heaviest ion was followed too, and it landed with He⁺ to within \(10^{-11}\) nm, as the theorem requires for any smooth static electric field. The attraction of the ion to its own image in the walls shifts the landing point by \(-0.09\) nm if both walls are treated as dielectrics of relative permittivity 4, and by about twice as much if the left wall is a conductor. It too is independent of mass if the walls polarize instantaneously.

The remaining premises hold well inside the trench, though not necessarily in the sheath above it: over a millimetre or more, the gas described next gives a collision probability of order 10%, which alters entry energies and directions. At 10 mTorr and 300 K, with a rough collision cross-section of 0.3 nm², the probability of a collision inside the trench is \(5\times10^{-5}\). At an ion current of 1 mA/cm², about \(10^{-4}\) ions enter a 500 nm length of trench while the slowest ion crosses it, so the wall charge is nearly static during one flight. Over many flights it can change, and a plasma with other ions may charge the walls differently. The two kinds of ion then move in different potentials, and any difference between their landing points must be traced to the wall charge or to the conditions of entry. The numerical output below lists the values used for the one-wall trench trajectories; the sheath and oxide estimates are not part of it.

## Table of computed values

```
Trench width, depth: 100, 500 nm
Peak wall potential: -8.0 V
Entry energy: 100 eV; entry x: 30 nm
He+ mass: 4.0021 u
Force at entry x, mid-depth: 0.07630 eV/nm
Positions x (nm) for mass ratios 1, 10, 30:
  z=100 nm: 30.3884, 30.3884, 30.3884
  z=200 nm: 32.9109, 32.9109, 32.9109
  z=300 nm: 38.8783, 38.8783, 38.8783
  z=400 nm: 48.3523, 48.3523, 48.3523
  z=500 nm: 60.1290, 60.1290, 60.1290
Largest mass difference in x: 9.2e-14 nm
Largest path-equation difference: 7.1e-14 nm
He+ sideways shift: 30.129 nm
Frozen-x estimate of shift: 30.361 nm
Landing angles: 6.9918, 6.9918, 6.9918 deg
Travel times: 7.156, 22.629, 39.195 ps
Time ratios: 1.0000, 3.1623, 5.4772
Final sideways speeds: 8.453, 2.673, 1.543 nm/ps
He+ kinetic energy at mid-depth: 102.678 eV
Equal-speed 10x ion energy: 1000 eV
Equal-speed 10x ion shift: 3.033 nm
Weak-field test wall potential: -0.010 V
Weak shift ratio, 10x mass, equal speed: 0.1000
Weak shift ratio, 10x mass, equal momentum: 9.999
Weak shift ratio, double charge: 2.0000
Landing x, charge 2 and 200 eV: 60.1290 nm
Landing x at 90, 110 eV: 63.460, 57.402 nm
Transverse temperature: 0.05 eV
Thermal entry angle: 0.906 deg
Shift from entry angle: 8.011 nm
Wall charge spacing scale: 14.2 nm
Granularity shift, rms of 30: 0.756 nm
Granular-field mass difference: 6.9e-12 nm
Wall relative permittivity: 4.0
Image-force shift: -0.0931 nm
RF frequency: 13.56 MHz; modulation: 100 %
RF shifts, masses 1,10,30: 0.0075, 0.0239, 0.0413 nm
Magnetic field: 10 mT
Magnetic shifts, masses 1,10,30: 4.34e-04, 1.37e-04, 7.92e-05 nm
Gas: 10 mTorr, 300 K
Collision cross-section: 0.30 nm^2
Collision probability in trench: 4.8e-05
Ion current density: 1.0 mA/cm^2
Arrivals per 500 nm length, 30x transit: 1.2e-04
He+ kinetic/rest energy: 2.7e-08
Peak normal wall field: 0.903 MV/cm
Rough breakdown field: 10 MV/cm
Wall field/breakdown: 0.090
```
